# Exchange Self-Energy of the Electron Gas on a Finite k Mesh

## Definitions and conventions

Rydberg atomic units are used: lengths are in bohr, energies in rydberg, and $e^2=2$. The system is the unpolarized uniform electron gas at zero temperature in the Hartree-Fock approximation. The uniform positive background cancels the Hartree term. Exchange acts between parallel spins, so one Fermi sphere enters, of radius

$$k_F=\frac{(9\pi/4)^{1/3}}{r_s},$$

where $4\pi r_s^3/3$ is the volume per electron. With $f(\mathbf q)=1$ for $q<k_F$ and $0$ otherwise, and $v(p)=4\pi e^2/p^2$, the exchange self-energy is

$$\Sigma(k)=-\int\frac{d^3p}{(2\pi)^3}\,v(p)\,f(\mathbf k+\mathbf p). \tag{1}$$

The mesh belongs to a simple cubic cell of side $a$ with $N\times N\times N$ points per Brillouin zone. Set $L=Na$ and $V=L^3$. When all plane waves are included, the transfers are $\mathbf p=2\pi\mathbf n/L$ with integer $\mathbf n$. The mesh is placed so that it contains $\mathbf k$, which for general $\mathbf k$ means a shifted mesh. The Fermi sphere is held fixed, so the number of occupied points fluctuates with $N$. Each point represents a volume $(2\pi)^3/V$, and (1) becomes

$$S(\mathbf k)=-\frac1V\sum_{\mathbf p}w(p)\,f(\mathbf k+\mathbf p). \tag{2}$$

With $w=v$ the term $\mathbf p=0$ is infinite if $\mathbf k$ is occupied, although the integral is finite. Let $f_k=f(\mathbf k)$, let a prime on a sum mean that $\mathbf p=0$ is left out, and let $S_{\rm skip}$ be the sum without that term.

## The analytic reference

In spherical coordinates about $\mathbf p=0$ the volume element $p^2\,dp\,d\Omega$ cancels the singularity. Let $\mu$ be the cosine of the angle between $\mathbf p$ and $\mathbf k$, and $\ell(\mu)$ the length of the ray inside the Fermi sphere. Since $4\pi e^2\cdot2\pi/(8\pi^3)=e^2/\pi$,

$$\Sigma(k)=-\frac{e^2}{\pi}\int_{-1}^{1}\ell(\mu)\,d\mu .$$

For $k<k_F$ the ray ends where $p^2+2k\mu p+k^2=k_F^2$, so $\ell=-k\mu+\sqrt{A^2+k^2\mu^2}$ with $A^2=k_F^2-k^2$. The first term is odd and integrates to zero. The second gives

$$\int_0^1\!\sqrt{A^2+k^2\mu^2}\,d\mu=\frac{k_F}{2}+\frac{A^2}{2k}\,{\rm arsinh}\frac kA,\qquad {\rm arsinh}\frac kA=\ln\frac{k+k_F}{A}=\frac12\ln\frac{k_F+k}{k_F-k}.$$

Doubling this for the two halves of the $\mu$ range, with $x=k/k_F$,

$$\Sigma(k)=-\frac{2e^2k_F}{\pi}F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|. \tag{3}$$

For $k>k_F$ only rays that hit the sphere count. With $B^2=k^2-k_F^2$ their length inside it is $2\sqrt{k^2\mu^2-B^2}$, for $|\mu|$ between $B/k$ and 1 on the side facing the sphere, and

$$\int_{B/k}^1\!\sqrt{k^2\mu^2-B^2}\,d\mu=\frac{k_F}2-\frac{B^2}{4k}\ln\frac{k+k_F}{k-k_F},$$

which again gives (3). The limits are $F(0)=1$ and $F(1)=1/2$.

## The Gygi-Baldereschi correction

The method subtracts an auxiliary function with the same singularity as $v$ and adds back its known integral. A convenient choice is $A_\alpha(p)=4\pi e^2e^{-\alpha p^2}/p^2$, for which

$$\int\frac{d^3p}{(2\pi)^3}A_\alpha=\frac{2e^2}{\pi}\int_0^\infty e^{-\alpha p^2}dp=\frac{e^2}{\sqrt{\pi\alpha}} .$$

Write $vf=(vf-f_kA_\alpha)+f_kA_\alpha$. The bracket is finite at $\mathbf p=0$: for occupied $\mathbf k$ its limit is $4\pi e^2(1-e^{-\alpha p^2})/p^2\to4\pi e^2\alpha$. Sum the bracket on the mesh, with this limit at $\mathbf p=0$, and integrate the last term analytically. The result is

$$S_{\rm GB}=S_{\rm skip}-f_k\chi,\qquad
\chi=\frac{e^2}{\sqrt{\pi\alpha}}-\frac1V{\sum_{\mathbf p}}'A_\alpha(p)+\frac{4\pi e^2\alpha}{V}. \tag{4}$$

The correction is therefore a finite weight for one mesh point.

**Dependence on $\alpha$.** Differentiating (4), the last term supplies the missing $\mathbf p=0$ term of the sum:

$$\frac{d\chi}{d\alpha}=-\frac{e^2}{2\sqrt\pi\,\alpha^{3/2}}+\frac{4\pi e^2}{V}\sum_{\mathbf p}e^{-\alpha p^2}.$$

Poisson's formula, with $\mathbf R=L\mathbf m$ and integer $\mathbf m$, reads

$$\frac1V\sum_{\mathbf p}h(\mathbf p)=\sum_{\mathbf R}\int\frac{d^3p}{(2\pi)^3}h(\mathbf p)e^{i\mathbf p\cdot\mathbf R}. \tag{5}$$

For the Gaussian it gives $\sum_{\mathbf R}(4\pi\alpha)^{-3/2}e^{-R^2/4\alpha}$. The $\mathbf R=0$ term, multiplied by $4\pi e^2$, is $e^2/(2\sqrt\pi\,\alpha^{3/2})$ and cancels the first term. The other terms are the derivatives of $e^2\,{\rm erfc}(R/2\sqrt\alpha)/R$, which vanish as $\alpha\to0$. Hence

$$\chi=\frac{e^2}{L}\left[C+\sum_{\mathbf R\ne0}\frac LR\,{\rm erfc}\frac{R}{2\sqrt\alpha}\right]. \tag{6}$$

Here $C$ is a pure number, because $\chi L/e^2$ depends on $\alpha$ and $L$ through $\alpha/L^2$ alone. Summing (4) at $\alpha=0.01L^2$ gives $C=2.837297$. At $\alpha=0.1L^2$ the auxiliary function is too narrow in $p$ for the mesh: (4) gives $3.003191$, of which $0.165893$ is the image sum in (6). The width must satisfy $\alpha\ll L^2$, after which it no longer matters. The algorithm uses $\chi=Ce^2/L$.

**A periodic auxiliary function.** One can instead use

$$P(\mathbf p)=\frac{2\pi e^2a^2}{3-\sum_i\cos ap_i}$$

over one Brillouin zone. Near $\mathbf p=0$ the denominator is $a^2p^2/2-a^4\sum_ip_i^4/24+\dots$, so

$$P=\frac{4\pi e^2}{p^2}\left[1+\frac{a^2\sum_ip_i^4}{12p^2}+\dots\right].$$

The singularity is the right one. The next term is finite but depends on direction. Writing $1/y=\int_0^\infty e^{-yt}dt$ and using $I_0(t)=(2\pi)^{-1}\int_{-\pi}^{\pi}e^{t\cos\theta}d\theta$, the zone integral is $(2\pi e^2/a)W$ with

$$W=\int_0^\infty e^{-3t}I_0(t)^3dt=0.505462$$

by quadrature. Without a $\mathbf p=0$ limit term, the weight in units of $e^2/L$ is

$$2\pi N\left[W-\frac1{N^3}{\sum_{\mathbf n}}'\frac1{3-\sum_i\cos(2\pi n_i/N)}\right].$$

It equals $2.827472$, $2.835112$ and $2.836766$ for $N=8,16,32$. The distance from $C$ shrinks by a factor $4.11$ in the last doubling. This agrees with an $N^{-2}$ law. The finite term $4\pi e^2a^2\sum_ip_i^4/(12p^4)$ does not depend on the length of $\mathbf p$, so its punctured sum misses its integral by an energy of order $e^2a^2/V$, which is of order $N^{-2}$ in units of $e^2/L$. The point $\mathbf p=0$ is not the whole cause. Leaving out the direction-averaged limit, with $\langle\sum_ip_i^4/p^4\rangle=3/5$, raises the weight by $4\pi/(20N^2)\approx0.63/N^2$. The direction-dependent part, sampled on the points around $\mathbf p=0$, lowers it by about $1.17/N^2$. The net deviation is about $-0.54/N^2$, as the value at $N=32$ shows, and supplying the averaged limit at $\mathbf p=0$ would roughly double it.

## What error remains

Consider first a smooth, rapidly decaying occupation $g(\mathbf p)$ such that $v(g-e^{-\alpha p^2})$ is smooth at $\mathbf p=0$ and $v(g-1)\to0$ there. By (5), the mesh sum of this function differs from its integral by Fourier components at $\mathbf R\neq0$, which fall faster than any power of $1/L$. Its value at $\mathbf p=0$ is $4\pi e^2\alpha$, as in (4). Removing that point and adding the punctured sum of $A_\alpha/V$ shows that the punctured sum of $vg/V$ equals its integral minus $\chi$, up to those rapidly falling terms. An example is $g=e^{-(n/5)^4}$ with $p=2\pi n/L$. In units of $e^2/L$ its integral is $20\,\Gamma(5/4)$ and its punctured sum is $\sum'g/(\pi n^2)$; the difference evaluates to $2.837297$, the same $C$.

The Fermi function has a step. For $\mathbf k$ inside the sphere, split off a smooth $g$ that equals 1 near $\mathbf p=0$ and vanishes before the surface is reached. The rest, $v(f-g)$, is bounded and jumps at the Fermi surface. Its Fourier transform falls as $1/R^2$, as for a sphere of constant density. To bound the mesh error, enclose the step between two versions of it smoothed over a width $\delta$ in momentum. The enclosure costs an error of order $\delta$. Smoothing also cuts off the sum over $\mathbf R$ near $R\sim1/\delta$, which leaves

$$\sum_{0<R<1/\delta}\frac1{R^2}\sim\frac1{L^3}\int^{1/\delta}4\pi\,dR\sim\frac1{L^3\delta}.$$

The two are equal for $\delta\sim L^{-3/2}$. Thus, at fixed $k\neq k_F$,

$$S_{\rm skip}(\mathbf k)-\Sigma(k)=f_k\frac{Ce^2}{L}+O(L^{-3/2}). \tag{7}$$

For empty $\mathbf k$ the function $v$ is smooth throughout the occupied region, so there is no $1/L$ term and no correction is to be added. The exponent $3/2$ belongs to an upper bound; the actual error may fall faster.

At the Fermi surface (7) fails. When $\mathbf k$ crosses it, the occupation of the point $\mathbf p=0$ switches. If no other mesh point lies on the surface, $S_{\rm GB}$ jumps by $Ce^2/L$, whereas $\Sigma$ is continuous. On at least one side the error is then no smaller than $Ce^2/(2L)$.

## Spencer-Alavi truncation

Here the interaction is cut in real space at a radius fixed by $4\pi R_c^3/3=V$. Its Fourier transform is

$$v_c(p)=\frac{4\pi e^2}{p}\int_0^{R_c}\sin(pr)\,dr=\frac{4\pi e^2}{p^2}(1-\cos pR_c),\qquad v_c(0)=2\pi e^2R_c^2. \tag{8}$$

Equation (2) with $w=v_c$ has no singular term. All weights change, so the $\mathbf p=0$ weight alone should not be compared with $Ce^2/L$.

**Truncation error.** Let the mesh be infinitely fine at fixed $R_c$. The density matrix per spin is

$$n_1(r)=\int_{q<k_F}\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf r}=\frac{\sin k_Fr-k_Fr\cos k_Fr}{2\pi^2r^3}=\frac{k_F^2}{2\pi^2r}\,j_1(k_Fr).$$

The angular average of $e^{-i\mathbf k\cdot\mathbf r}$ is $j_0(kr)=\sin(kr)/(kr)$, so

$$\Sigma_c(k)=-\int_{r<R_c}\!d^3r\,\frac{e^2}{r}n_1(r)e^{-i\mathbf k\cdot\mathbf r}=-\frac{2e^2k_F^2}{\pi}\int_0^{R_c}j_1(k_Fr)j_0(kr)\,dr.$$

At $k=0$, $j_1=-j_0'$ makes the integral $[1-j_0(k_FR_c)]/k_F$. Subtracting $\Sigma(0)=-2e^2k_F/\pi$ leaves

$$\Sigma_c(0)-\Sigma(0)=\frac{2e^2}{\pi}\,\frac{\sin k_FR_c}{R_c}, \tag{9}$$

an oscillating error with an envelope of order $1/L$. For $0<k<k_F$ the error is $+(2e^2k_F^2/\pi)$ times the integral from $R_c$ to infinity. There $j_1(x)\approx-\cos x/x$, and

$$2\cos(k_Fr)\sin(kr)=\sin[(k_F+k)r]-\sin[(k_F-k)r].$$

Integration by parts gives $\int_{R_c}^\infty\sin(br)\,dr/r^2\approx\cos(bR_c)/(bR_c^2)$. To leading order, therefore,

$$\Sigma_c-\Sigma\approx-\frac{e^2k_F}{\pi kR_c^2}\left[\frac{\cos(k_F+k)R_c}{k_F+k}-\frac{\cos(k_F-k)R_c}{k_F-k}\right]. \tag{10}$$

This falls as $1/L^2$ and requires $(k_F-k)R_c\gg1$. For $k\ll k_F$ both denominators may be replaced by $k_F$. The difference of cosines is $-2\sin(k_FR_c)\sin(kR_c)$, and (10) becomes (9) times $\sin(kR_c)/(kR_c)$. Away from the Fermi surface the slow convergence is thus confined to $k\lesssim1/R_c$. A second window of order-$1/L$ error lies at $k_F-k\sim1/R_c$: with $b=k_F-k$, the tail integral is $b\int_{bR_c}^\infty \sin u\,du/u^2$, which is of order $1/R_c$ when $bR_c\sim1$.

The cause is the $\cos(k_Fr)/r^2$ tail of the density matrix. If $n_1$ decayed exponentially, as in an insulator, the integral beyond $R_c$ would do so too.

**Mesh error.** Applying (5) to the finite sum gives

$$S_{\rm SA}=-\sum_{\mathbf R}\int_{r<R_c}d^3r\,\frac{e^2}{r}\,n_1(|\mathbf r+\mathbf R|)\,e^{-i\mathbf k\cdot(\mathbf r+\mathbf R)} .$$

The term $\mathbf R=0$ is $\Sigma_c$. Since $R_c=(3/4\pi)^{1/3}L\approx0.62L<L$, the peaks of the image density matrices lie outside the sphere, and their tails alone contribute.

## Algorithm

1. From $a$ and $N$ compute $L$, $V$, $R_c$ and $h=2\pi/L$.
2. List all $\mathbf p=h\mathbf n$ with $|\mathbf k+\mathbf p|<k_F$. For component $i$, $n_i$ runs over the integers between $(-k_F-k_i)/h$ and $(k_F-k_i)/h$.
3. Sum $-v(p)/V$ (GB) or $-v_c(p)/V$ (SA) over the listed points with $p\neq0$.
4. If $\mathbf k$ is occupied, subtract $Ce^2/L$ (GB) or $2\pi e^2R_c^2/V$ (SA).
5. Compare with (3) over a range of $N$. Errors on single meshes change sign and can be small by accident.

The work per $\mathbf k$ grows as $N^3$ for both methods.

## Worked example

Take $r_s=2$ bohr, so $k_F=0.959579$ bohr$^{-1}$, and a cell that holds two electrons on average, $a^3=2\cdot4\pi r_s^3/3$, so $a=4.061965$ bohr. Equation (3) gives

$$\Sigma(0)=-1.221774\ {\rm Ry}\ (-16.623\ {\rm eV}),\qquad\Sigma(k_F/2)=-1.114233\ {\rm Ry}\ (-15.160\ {\rm eV}).$$

For $N=8$, $L=32.49572$ and $R_c=20.15874$ bohr. At $k=0$ the sum without the singular point is $-1.025808$ Ry. The GB weight is $2.837297\times2/32.49572=0.174626$ Ry, so

$$S_{\rm GB}=-1.025808-0.174626=-1.200434\ {\rm Ry},$$

which lies $21.3$ mRy above $\Sigma(0)$. The sphere contains 485 mesh points, whereas its volume corresponds to $8^3=512$. A deficit of occupied points makes the exchange energy too weak, in line with the sign of this error.

The SA weight at $\mathbf p=0$ is $4\pi R_c^2/V=0.148819$ Ry, and the full SA sum is $-1.193705$ Ry, an error of $28.1$ mRy. Equation (9) predicts $30.0$ mRy from truncation alone.

Signed errors relative to (3) at $k=0$, in mRy:

| $N$ | skip | GB | SA | eq. (9) |
|---:|---:|---:|---:|---:|
| 8 | 195.97 | 21.34 | 28.07 | 29.97 |
| 16 | 90.22 | 2.90 | 26.75 | 26.38 |
| 32 | 43.32 | −0.34 | 14.33 | 14.50 |
| 48 | 28.71 | −0.40 | 1.12 | 1.84 |
| 63 | 22.22 | 0.04 | 7.91 | 8.02 |

The small SA error at $N=48$ occurs because the sine in (9) is near a zero; it does not indicate convergence. Over $N=32$ to $63$ the root-mean-square (rms) value of (9) is $8.21$ mRy, and what remains of the SA error after subtracting (9) has an rms of $0.53$ mRy.

The next table gives rms errors in mRy over all $N$ in each range. For $k=k_F/2$ they also cover three directions of $\mathbf k$: $(1,\sqrt2,\sqrt3)$, $(3,1,\sqrt5)$ and $(1,\pi,1/2)$.

| $k$ | $N$ | skip | GB | SA |
|:---|:---|---:|---:|---:|
| $0$ | 8–15 | 128.9 | 9.27 | 30.6 |
| | 16–31 | 64.0 | 2.67 | 16.3 |
| | 32–63 | 31.1 | 0.52 | 8.28 |
| $k_F/2$ | 8–15 | 129.5 | 1.96 | 4.72 |
| | 16–31 | 63.2 | 0.64 | 1.00 |
| | 32–63 | 31.2 | 0.19 | 0.30 |

From the first range to the last, $L$ grows about fourfold. For these ranges a $1/L$ law reduces the rms error by $4.1$, an $L^{-3/2}$ law by $8.4$ and a $1/L^2$ law by $17.2$. The skipped sum gains $4.1$ at both momenta. GB gains $17.7$ at $k=0$ and $10.4$ at $k_F/2$, which is faster than $1/L$, but these fluctuating data do not fix an exponent. SA gains $3.7$ at $k=0$, as (9) implies, since (9) accounts for most of the error there. At $k_F/2$ it gains $15.7$, faster than $1/L$, but (10) is only part of that error: for $N=8$ it gives about $-4.7$ mRy, while the error along the first direction is $-12.3$ mRy. The closeness of $15.7$ to the $1/L^2$ value therefore does not test (10).

The coefficient in (7) can be read off by averaging $L(S_{\rm skip}-\Sigma)/e^2$ over $N=32$ to $63$. The mean is $2.830$ at $k=0$ and $2.837$ at $k_F/2$, close to $C$. For the empty state at $1.5k_F$, along the first direction, it is $0.003$.

For the momenta and directions in the table GB has the smaller rms error in every range; at $k_F/2$ the margin depends on direction, and along $(1,0,0)$ for $N=8$ to $15$ SA is slightly better. This ranking does not carry over to all $k$: very close to the Fermi surface both methods have errors of order $1/L$, and SA can have the smaller one. When the point $\mathbf p=0$ changes occupation, each sum jumps by its weight for that point: $Ce^2/L\approx2.84\,e^2/L$ for GB and $2\pi e^2R_c^2/V\approx2.42\,e^2/L$ for SA. The advantage of GB is large near $k=0$ and, in the table, less than a factor of 3 at $k_F/2$. These are errors of the mesh within Hartree-Fock theory; correlation is absent from both the sums and the reference.
